# GMRES residual norms as products of Givens sines: verification in Python

```python
"""GMRES residual norm from Givens sines.

Result under test: for A x = b with initial residual r0, the smallest
||b - A x|| over x0 + span{r0, A r0, ..., A^(m-1) r0} equals
||r0|| * |s_1 s_2 ... s_m|, where s_j are the sines of the rotations that
triangularise the Arnoldi Hessenberg matrix.
V: orthonormal Krylov basis; Hbar: (m+1) x m Hessenberg matrix;
a: diagonal element just before its rotation; c, s: cosine and sine.
Model: (E - H) x = e_3 on a six-site chain with an absorbing site.
Energies are in eV, Green function elements in 1/eV, residuals are pure numbers.
"""
import numpy as np


def arnoldi(A, r0, steps):
    """Modified Gram-Schmidt; stops when the Krylov space is invariant."""
    basis = [r0 / np.linalg.norm(r0)]
    Hbar = np.zeros((steps + 1, steps), dtype=complex)
    for j in range(steps):
        w = A @ basis[j]
        for i in range(j + 1):
            Hbar[i, j] = np.vdot(basis[i], w)
            w = w - Hbar[i, j] * basis[i]
        h = np.linalg.norm(w)
        if h <= 1e-12 * np.linalg.norm(A):
            return np.array(basis).T, Hbar[:j + 2, :j + 1]
        Hbar[j + 1, j] = h
        basis.append(w / h)
    return np.array(basis).T, Hbar


def rotate(Hbar, beta):
    """Triangularise Hbar column by column and rotate beta*e_1 with it."""
    R = Hbar.astype(complex).copy()
    m = R.shape[1]
    g = np.zeros(m + 1, dtype=complex)
    g[0] = beta
    a = np.zeros(m, dtype=complex)
    c = np.zeros(m, dtype=complex)
    s = np.zeros(m)
    for j in range(m):
        for i in range(j):
            top, low = R[i, j], R[i + 1, j]
            R[i, j] = np.conj(c[i]) * top + s[i] * low
            R[i + 1, j] = -s[i] * top + c[i] * low
        a[j], h = R[j, j], R[j + 1, j].real
        rho = np.hypot(abs(a[j]), h)
        if rho == 0:
            raise ValueError("rotation undefined")
        c[j], s[j] = a[j] / rho, h / rho
        R[j, j], R[j + 1, j] = rho, 0
        g[j + 1] = -s[j] * g[j]
        g[j] = np.conj(c[j]) * g[j]
    return R, g, a, c, s


def power_basis_minimum(A, r0, m):
    """Smallest residual straight from the definition, without Arnoldi."""
    columns = [r0 / np.linalg.norm(r0)]
    for _ in range(m - 1):
        w = A @ columns[-1]
        columns.append(w / np.linalg.norm(w))
    images = A @ np.array(columns).T
    coeff = np.linalg.lstsq(images, r0, rcond=None)[0]
    return np.linalg.norm(r0 - images @ coeff)


def examine(A, b, x0, V, Hbar):
    """Test every step of a run; return its data for printing."""
    r0 = b - A @ x0
    beta = np.linalg.norm(r0)
    R, g, a, c, s = rotate(Hbar, beta)
    steps = Hbar.shape[1]
    k = V.shape[1]
    assert np.allclose(V.conj().T @ V, np.eye(k), atol=1e-10)
    assert np.allclose(A @ V[:, :steps], V @ Hbar[:k], atol=1e-10)
    product = beta * np.cumprod(np.abs(s))
    true_norm, galerkin, iterates, coefficients = [], [], [], []
    for m in range(1, steps + 1):
        y = np.linalg.solve(R[:m, :m], g[:m])
        x = x0 + V[:, :m] @ y
        r = b - A @ x
        true_norm.append(np.linalg.norm(r))
        iterates.append(x)
        coefficients.append(y)
        assert abs(true_norm[-1] - product[m - 1]) < 1e-10 * max(1, beta)
        # The raw power basis is less well conditioned than V.
        assert abs(power_basis_minimum(A, r0, m) - product[m - 1]) < 1e-8 * beta
        assert np.linalg.norm((A @ V[:, :m]).conj().T @ r) < 1e-9 * beta
        square = Hbar[:m, :m]
        if abs(c[m - 1]) < 1e-12:
            assert np.linalg.svd(square, compute_uv=False)[-1] < 1e-11
            assert abs(abs(s[m - 1]) - 1) < 1e-12
            galerkin.append(np.nan)
        else:
            rhs = np.zeros(m, dtype=complex)
            rhs[0] = beta
            x_gal = x0 + V[:, :m] @ np.linalg.solve(square, rhs)
            norm_gal = np.linalg.norm(b - A @ x_gal)
            predicted = product[m - 1] / abs(c[m - 1])
            assert np.isclose(norm_gal, predicted, rtol=1e-8, atol=1e-10)
            galerkin.append(norm_gal)
    return dict(R=R, g=g, a=a, c=c, s=s, product=product, true=true_norm,
                galerkin=galerkin, x=iterates, y=coefficients)


def show(z, digits=4):
    z = complex(z)
    re, im = round(z.real, digits) + 0.0, round(z.imag, digits) + 0.0
    return f"{re:.{digits}f}{im:+.{digits}f}i"


# Six-site chain; one Arnoldi run at E = 0 serves both energies.
sites, hopping, gamma, source = 6, 1.0, 0.5, 2
ham = -hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1)).astype(complex)
ham[4, 4] = -1j * gamma
b = np.zeros(sites, dtype=complex)
b[source] = 1
zero = np.zeros(sites, dtype=complex)
V, Hbar0 = arnoldi(-ham, b, sites)
assert Hbar0.shape == (sites + 1, sites)
padded_identity = np.eye(sites + 1, sites)
runs = {}
for energy in (0.5, 0.0):
    A = energy * np.eye(sites) - ham
    shifted = Hbar0 + energy * padded_identity
    V_direct, H_direct = arnoldi(A, b, sites)
    assert np.allclose(V, V_direct, atol=1e-10)
    assert np.allclose(shifted, H_direct, atol=1e-10)
    runs[energy] = examine(A, b, zero, V, shifted)
    assert np.allclose(runs[energy]["x"][-1], np.linalg.solve(A, b), atol=1e-10)
assert abs(runs[0.0]["s"][0] - 1) < 1e-12

# General complex matrix and a nonzero starting guess.
rng = np.random.default_rng(7)
n = 30
A_rand = (rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))) / np.sqrt(2 * n)
A_rand += 1.5 * np.eye(n)
b_rand = rng.normal(size=n) + 1j * rng.normal(size=n)
x_rand = rng.normal(size=n) + 1j * rng.normal(size=n)
V_rand, H_rand = arnoldi(A_rand, b_rand - A_rand @ x_rand, 8)
random_run = examine(A_rand, b_rand, x_rand, V_rand, H_rand)

# Reflection symmetry makes the Krylov space close early, with exact solution.
A_sym = 0.5 * np.eye(5) + np.eye(5, k=1) + np.eye(5, k=-1)
b_sym = np.eye(5)[2]
V_sym, H_sym = arnoldi(A_sym, b_sym, 5)
early = examine(A_sym, b_sym, np.zeros(5), V_sym, H_sym)
assert H_sym.shape[1] == 3 and early["s"][-1] == 0
assert np.allclose(early["x"][-1], np.linalg.solve(A_sym, b_sym))

# A singular but consistent system on which the Krylov search fails.
A_sing = np.array([[0.0, 1.0], [0.0, 0.0]])
b_sing = np.array([1.0, 0.0])
assert np.allclose(A_sing @ np.array([0.0, 1.0]), b_sing)
V_sing, H_sing = arnoldi(A_sing, b_sing, 2)
assert H_sing.shape == (2, 1) and np.all(H_sing == 0)
singular_residual = power_basis_minimum(A_sing, b_sing, 1)
assert abs(singular_residual - 1) < 1e-14
undefined = False
try:
    rotate(H_sing, 1.0)
except ValueError:
    undefined = True
assert undefined

main = runs[0.5]
H_main = Hbar0 + 0.5 * padded_identity
print(f"chain: {sites} sites, source on site {source + 1}, x0 = 0")
print(f"hopping = {hopping:.1f} eV, gamma on site 5 = {gamma:.1f} eV")
print("E = 0.5 eV: Hessenberg rows 1-4, columns 1-3 (eV)")
for row in H_main[:4, :3]:
    print("  " + "  ".join(show(z) for z in row))
print("element h_3,5 =", show(H_main[2, 4]), "eV")
print("m, a_m (eV), h_m+1,m (eV), rho_m (eV), c_m")
for m in range(sites):
    print(m + 1, show(main["a"][m]), f"{H_main[m + 1, m].real:.4f}",
          f"{main['R'][m, m].real:.4f}", show(main["c"][m]))
print("m, s_m, sine product, explicit residual, Galerkin residual")
for m in range(sites):
    print(m + 1, f"{main['s'][m]:.6f} {main['product'][m]:.6f}",
          f"{main['true'][m]:.6f} {main['galerkin'][m]:.6f}")
print("R_12 =", show(main["R"][0, 1]), "eV")
print("m=2 rotated right side g_1, g_2, g_3 (pure numbers):")
g_two = rotate(H_main[:3, :2], 1.0)[1]
print("  " + "  ".join(show(z) for z in g_two))
print("m=2 coefficients y (1/eV):", "  ".join(show(z) for z in main["y"][1]))
print("m=2 solution x, sites 1-6 (1/eV):")
print("  " + "  ".join(show(z) for z in main["x"][1][:3]))
print("  " + "  ".join(show(z) for z in main["x"][1][3:]))
green = main["x"][-1][source]
print("final G_33 =", show(green, 6), "1/eV")
print(f"local density of states on site 3 = {-green.imag / np.pi:.6f} 1/eV")
print("E = 0 eV, same Arnoldi run: m, s_m, sine product, explicit residual")
for m in range(sites):
    other = runs[0.0]
    print(m + 1, f"{other['s'][m]:.6f} {other['product'][m]:.6f}",
          f"{other['true'][m]:.6f}")
print(f"random matrix: size {n}, steps {len(random_run['s'])}")
print(f"  initial residual = {np.linalg.norm(b_rand - A_rand @ x_rand):.6f}")
print(f"  final sine product times it = {random_run['product'][-1]:.6f}")
print(f"  final explicit residual = {random_run['true'][-1]:.6f}")
print(f"symmetric 5-site chain: exact after {H_sym.shape[1]} steps")
print(f"singular 2x2 system: residual stays at {singular_residual:.4f}")
print("all assertions hold")
```

Output:

```
chain: 6 sites, source on site 3, x0 = 0
hopping = 1.0 eV, gamma on site 5 = 0.5 eV
E = 0.5 eV: Hessenberg rows 1-4, columns 1-3 (eV)
  0.5000+0.0000i  1.4142+0.0000i  0.0000+0.0000i
  1.4142+0.0000i  0.5000+0.0000i  1.0000+0.0000i
  0.0000+0.0000i  1.0000+0.0000i  0.5000+0.2500i
  0.0000+0.0000i  0.0000+0.0000i  0.7500+0.0000i
element h_3,5 = 0.0000+0.4165i eV
m, a_m (eV), h_m+1,m (eV), rho_m (eV), c_m
1 0.5000+0.0000i 1.4142 1.5000 0.3333+0.0000i
2 -1.1667+0.0000i 1.0000 1.5366 -0.7593+0.0000i
3 -0.5966-0.1898i 0.7500 0.9769 -0.6106-0.1943i
4 0.0401-0.1141i 0.7115 0.7217 0.0556-0.1581i
5 0.5671-0.1459i 1.0348 1.1890 0.4769-0.1227i
6 0.1051+0.0404i 0.0000 0.1126 0.9333+0.3590i
m, s_m, sine product, explicit residual, Galerkin residual
1 0.942809 0.942809 0.942809 2.828427
2 0.650791 0.613572 0.613572 0.808122
3 0.767703 0.471041 0.471041 0.735077
4 0.985856 0.464379 0.464379 2.770831
5 0.870327 0.404162 0.404162 0.820677
6 0.000000 0.000000 0.000000 0.000000
R_12 = 0.9428+0.0000i eV
m=2 rotated right side g_1, g_2, g_3 (pure numbers):
  0.3333+0.0000i  0.7158+0.0000i  0.6136+0.0000i
m=2 coefficients y (1/eV): -0.0706+0.0000i  0.4659+0.0000i
m=2 solution x, sites 1-6 (1/eV):
  0.0000+0.0000i  0.3294+0.0000i  -0.0706+0.0000i
  0.3294+0.0000i  0.0000+0.0000i  0.0000+0.0000i
final G_33 = 2.659794-1.484536i 1/eV
local density of states on site 3 = 0.472543 1/eV
E = 0 eV, same Arnoldi run: m, s_m, sine product, explicit residual
1 1.000000 1.000000 1.000000
2 0.577350 0.577350 0.577350
3 0.964901 0.557086 0.557086
4 0.836063 0.465759 0.465759
5 0.999974 0.465746 0.465746
6 0.000000 0.000000 0.000000
random matrix: size 30, steps 8
  initial residual = 14.361591
  final sine product times it = 0.151757
  final explicit residual = 0.151757
symmetric 5-site chain: exact after 3 steps
singular 2x2 system: residual stays at 1.0000
all assertions hold
```
